# Second-Order Field Correction to a Fixed-Cell Ferroelectric Switching Barrier: test program

```python
"""Second-order field correction to a fixed-cell switching barrier.

Result under test, per cell of volume OMEGA in a uniform field E:
  barrier(E) = barrier(0) - (p_s - p_i) E
               - (1/2) eps0 OMEGA (chi_s - chi_i) E^2 + O(E^3)
  chi = chi_el + Z.K^-1.Z / (eps0 OMEGA)
i, s : initial minimum and first-order saddle; p : cell dipole;
K : Hessian of the energy; Z : derivative of p by the coordinates.
A polar unstable mode gives a negative term in chi_s.
Coordinates: q switching oxygens, r non-polar distortion, h spacer oxygens.
Internal units: eV, nm, elementary charge, V/nm (1 V/nm = 10 MV/cm).
The parameters are round numbers in the rough regime of hafnia films.
"""
from types import SimpleNamespace
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

OMEGA = 0.132                                  # nm^3, four formula units
EPS0 = sc.epsilon_0 / sc.e * 1e-9              # e/(V nm)
TO_UC_CM2 = sc.e * 1e18 * 100 / OMEGA          # e nm per cell -> uC/cm2
MASSES = np.diag([4 * 15.999, 8 * 15.999, 4 * 15.999])   # u
BASE = dict(depth=0.35, q0=0.055, r0=0.02, k_r=1500.0, k_h=1500.0,
            b=-0.05, Z_q=8.0, Z_h=8.0, m=-20.0, chi_e=4.0,
            chi_r=-10.0, skew=0.0)
q, r, h, E, t = sp.symbols("q r h E t", real=True)
COORDS = (q, r, h)


def build(**changes):
    """Energy in a field, with its derivatives, for one parameter set."""
    a = SimpleNamespace(**{**BASE, **changes})
    s = q / a.q0
    energy = (a.depth * (s**2 - 1)**2 + a.k_r / 2 * (r - a.r0 * s**2)**2
              + a.k_h / 2 * (h - a.b * q)**2 + a.skew * s)
    dipole = a.Z_q * q + a.Z_h * h + a.m * q * r
    electronic = EPS0 * OMEGA * (a.chi_e + a.chi_r * r)
    a.expr = energy - E * dipole - electronic * E**2 / 2
    args = (q, r, h, E)
    g = [sp.diff(a.expr, c) for c in COORDS]
    a.F = sp.lambdify(args, a.expr, "numpy")
    a.g = sp.lambdify(args, g, "numpy")
    a.H = sp.lambdify(args, sp.hessian(a.expr, COORDS).tolist(), "numpy")
    a.p = sp.lambdify(args, -sp.diff(a.expr, E), "numpy")
    a.Z = sp.lambdify(args, [-sp.diff(x, E) for x in g], "numpy")
    a.FEE = sp.lambdify(args, sp.diff(a.expr, E, 2), "numpy")
    a.guess = {"min": [-a.q0, a.r0, -a.b * a.q0], "saddle": [0, 0, 0]}
    return a


def hessian(a, x, field=0.0):
    return np.array(a.H(*x, field), float)


def stationary(a, kind, field=0.0):
    """Newton search for a stationary point; its index is checked."""
    x = np.array(a.guess[kind], float)
    for _ in range(50):
        x = x - np.linalg.solve(hessian(a, x, field),
                                np.array(a.g(*x, field), float))
    assert np.linalg.norm(a.g(*x, field)) < 1e-9
    negative = int(np.sum(np.linalg.eigvalsh(hessian(a, x, field)) < 0))
    assert negative == (1 if kind == "saddle" else 0)
    return x


def branch_energy(a, kind, field):
    return a.F(*stationary(a, kind, field), field)


def barrier(a, field):
    return branch_energy(a, "saddle", field) - branch_energy(a, "min", field)


def susceptibility(a, x):
    """Zero-field response: total and electronic part."""
    Z = np.array(a.Z(*x, 0.0), float)
    el = -a.FEE(*x, 0.0) / (EPS0 * OMEGA)
    lattice = Z @ np.linalg.solve(hessian(a, x), Z) / (EPS0 * OMEGA)
    return el + lattice, el


def mode_shares(a, x, metric):
    lam, v = eigh(hessian(a, x), metric)
    charges = v.T @ np.array(a.Z(*x, 0.0), float)
    return lam, v, charges, charges**2 / lam / (EPS0 * OMEGA)


def third_derivative(a, x):
    """Third field derivative from the straight first-order path."""
    w = np.linalg.solve(hessian(a, x), np.array(a.Z(*x, 0.0), float))
    line = {c: float(x[n]) + float(w[n]) * t for n, c in enumerate(COORDS)}
    line[E] = t
    f = sp.expand(a.expr.subs(line, simultaneous=True))
    return float(sp.diff(f, t, 3).subs(t, 0))


def relaxed(a, qv, field):
    """Best r and h at fixed q; the energy is quadratic in r and h."""
    x = np.array([qv, 0.0, 0.0])
    x[1:] -= np.linalg.solve(hessian(a, x, field)[1:, 1:],
                             np.array(a.g(*x, field), float)[1:])
    return x


def minimax_barrier(a, field):
    def profile(qv):
        return a.F(*relaxed(a, qv, field), field)
    opts = {"xatol": 1e-8}
    top = minimize_scalar(lambda y: -profile(y), bounds=(-0.03, 0.03),
                          method="bounded", options=opts)
    low = minimize_scalar(profile, bounds=(-0.08, -0.035),
                          method="bounded", options=opts)
    return -top.fun - low.fun


hafnia = build()
lopsided = build(skew=0.2)
strong_spacer = build(Z_h=20.0)
nonpolar = build(Z_q=0.0, b=0.0, chi_r=-50.0)
other_metric = np.diag([1.0, 10.0, 10.0])
step = 0.01                                    # V/nm

# Finite-field relaxation against the zero-field formulas
for a in (hafnia, lopsided, strong_spacer, nonpolar):
    xs, xi = stationary(a, "saddle"), stationary(a, "min")
    chi_s, chi_i = susceptibility(a, xs)[0], susceptibility(a, xi)[0]
    up, mid, down = (barrier(a, f) for f in (step, 0.0, -step))
    slope = (up - down) / (2 * step)
    curvature = (up - 2 * mid + down) / step**2
    assert abs(slope + a.p(*xs, 0) - a.p(*xi, 0)) < 1e-4
    assert abs(curvature / (EPS0 * OMEGA) + chi_s - chi_i) < 5e-3
    for kind, chi in (("saddle", chi_s), ("min", chi_i)):
        plus, minus = stationary(a, kind, step), stationary(a, kind, -step)
        dp = (a.p(*plus, step) - a.p(*minus, -step)) / (2 * step)
        assert abs(dp / (EPS0 * OMEGA) - chi) < 5e-3
    cubic = third_derivative(a, xs) - third_derivative(a, xi)
    diff3 = (barrier(a, 2 * step) - 2 * up + 2 * down
             - barrier(a, -2 * step)) / (2 * step**3)
    assert abs(cubic - diff3) < 2e-4 + 0.01 * abs(cubic)
    for metric in (MASSES, other_metric):
        lam, v, charges, shares = mode_shares(a, xs, metric)
        total, el = susceptibility(a, xs)
        assert abs(shares.sum() + el - total) < 1e-8
        if a is nonpolar:
            assert abs(shares[0]) < 1e-12
        else:
            assert shares[0] < -1.0
            moved = v[:, 0] @ metric @ (stationary(a, "saddle", step) - xs)
            assert moved * charges[0] < 0      # against the field force
        assert np.all(mode_shares(a, xi, metric)[3] > -1e-12)

# The sign of the total is not fixed by the unstable mode
chi_strong = susceptibility(strong_spacer, stationary(strong_spacer, "saddle"))[0]
share_strong = mode_shares(strong_spacer, stationary(strong_spacer, "saddle"),
                           MASSES)[3][0]
assert chi_strong > 0 > share_strong
curv_nonpolar = (barrier(nonpolar, step) - 2 * barrier(nonpolar, 0)
                 + barrier(nonpolar, -step)) / step**2
assert curv_nonpolar < 0

# The saddle is the pass found by a separate minimum-maximum search
for field in (0.0, 0.3):
    assert abs(minimax_barrier(hafnia, field) - barrier(hafnia, field)) < 1e-8

# Worked example
a = hafnia
xs, xi = stationary(a, "saddle"), stationary(a, "min")
(chi_s, el_s), (chi_i, el_i) = susceptibility(a, xs), susceptibility(a, xi)
lam, v, charges, shares = mode_shares(a, xs, MASSES)
share_other = mode_shares(a, xs, other_metric)[3][0]
assert abs(share_other - shares[0]) > 0.1      # the share needs a metric
ps, pi = a.p(*xs, 0.0), a.p(*xi, 0.0)
b0 = barrier(a, 0.0)
c1 = -(ps - pi)
c2 = -0.5 * EPS0 * OMEGA * (chi_s - chi_i)
c3 = (third_derivative(a, xs) - third_derivative(a, xi)) / 6
unit2 = -0.5 * EPS0 * OMEGA * 10               # chi -> meV/(MV/cm)^2

print("INPUTS (round model values, rough hafnia regime)")
print(f"cell volume {OMEGA:.3f} nm^3; well depth {a.depth*1e3:.0f} meV")
print(f"q0 {a.q0:.3f} nm; r0 {a.r0:.3f} nm; coupling b {a.b:.2f}")
print(f"k_r {a.k_r:.0f}, k_h {a.k_h:.0f} eV/nm^2")
print(f"Z_q {a.Z_q:.1f} e, Z_h {a.Z_h:.1f} e, m {a.m:.0f} e/nm")
print(f"chi_el = {a.chi_e:.1f} + ({a.chi_r:.0f} per nm) r")
print(f"masses q, r, h: {np.round(np.diag(MASSES), 1)} u")
print("ZERO-FIELD STATES")
print("initial q, r, h:", np.round(xi, 5), "nm")
print("saddle Hessian rows (q,r,h), eV/nm^2:",
      np.round(hessian(a, xs), 1).tolist())
print("initial Hessian rows (q,r,h), eV/nm^2:",
      np.round(hessian(a, xi), 1).tolist())
print("Z saddle:", np.round(a.Z(*xs, 0.0), 3), "e; Z initial:",
      np.round(a.Z(*xi, 0.0), 3), "e")
print(f"P initial {pi*TO_UC_CM2:.2f}, P saddle {abs(ps)*TO_UC_CM2:.2f} uC/cm2")
print(f"initial chi: electronic {el_i:.3f}, lattice {chi_i-el_i:.3f}, "
      f"total {chi_i:.3f}")
print(f"saddle chi: electronic {el_s:.3f}, unstable {shares[0]:.3f}, "
      f"stable {shares[1:].sum():.3f}, total {chi_s:.3f}")
print(f"unstable share with metric diag(1,10,10): {share_other:.3f}")
print("BARRIER COEFFICIENTS, field in MV/cm")
print(f"zero field {b0*1e3:.2f} meV; linear {c1*100:.3f} meV/(MV/cm)")
print(f"quadratic {c2*10:.4f} meV/(MV/cm)^2; cubic {c3:.5f} meV/(MV/cm)^3")
print(f"quadratic parts: unstable {unit2*shares[0]:.4f}, saddle stable "
      f"{unit2*shares[1:].sum():.4f},")
print(f"  saddle electronic {unit2*el_s:.4f}, initial state "
      f"{-unit2*chi_i:.4f} meV/(MV/cm)^2")
print("BARRIER: field MV/cm | full | linear | quadratic | cubic, meV")
for mv in (1, 2, 3):
    f = mv / 10
    full = barrier(a, f)
    lin = b0 + c1 * f
    quad = lin + c2 * f**2
    cub = quad + c3 * f**3
    assert abs(quad - full) < 0.2 * abs(lin - full)
    print(f"  {mv} | {full*1e3:.3f} | {lin*1e3:.3f} | {quad*1e3:.3f}"
          f" | {cub*1e3:.3f}")
top = 0.3
second = c2 * top**2
print(f"second-order term at 3 MV/cm: {second*1e3:.3f} meV per cell")
print(f"saddle q at 3 MV/cm: {stationary(a, 'saddle', top)[0]:.5f} nm")
print("CONTROL MODELS")
print(f"Z_h = 20 e: unstable share {share_strong:.2f}, "
      f"total saddle chi {chi_strong:.2f}")
print(f"non-polar unstable mode (Z_q=0, b=0, chi_r=-50 per nm): "
      f"quadratic {curv_nonpolar/2*10:.4f} meV/(MV/cm)^2")

# Sizes of effects outside the model
fold = max(brentq(lambda f: a.g(*relaxed(a, y, f), f)[0], 0.0, 3.0)
           for y in np.linspace(-0.050, -0.010, 161))
breakdown = 4.0                                # MV/cm, rough
temperature = 300.0
kT = sc.k * temperature / sc.e
to_omega = np.sqrt(sc.e * 1e18 / sc.atomic_mass)
hbar_ev = sc.hbar / sc.e


def attempt_rate(field):
    li = eigh(hessian(a, stationary(a, "min", field), field),
              MASSES, eigvals_only=True)
    ls = eigh(hessian(a, stationary(a, "saddle", field), field),
              MASSES, eigvals_only=True)
    rate = np.sqrt(np.prod(li) / np.prod(ls[1:])) * to_omega / (2 * np.pi)
    zero_point = hbar_ev * to_omega / 2 * (np.sqrt(ls[1:]).sum()
                                           - np.sqrt(li).sum())
    return rate, zero_point


rate0, zp0 = attempt_rate(0.0)
rate3, zp3 = attempt_rate(top)
omega_u = np.sqrt(-lam[0]) * to_omega
stiffness, piezo, mismatch = 400e9, 1.0, 0.01  # Pa, C/m^2, strain; rough
strain_energy = 0.5 * stiffness * mismatch**2 * OMEGA * 1e-27 / sc.e
piezo_chi = piezo**2 / stiffness / sc.epsilon_0
film, layer, eps_layer = 10.0, 0.5, 20.0       # nm, nm, relative; rough
P_si = abs(pi) * TO_UC_CM2 / 100
E_dep = P_si / (sc.epsilon_0 * (1 + chi_i + eps_layer * film / layer)) * 1e-9
print("NEGLECTED EFFECTS (rough inputs)")
print(f"fold field of the model {fold*10:.2f} MV/cm; rough breakdown "
      f"{breakdown:.0f} MV/cm; 3 MV/cm is {top*10/breakdown:.2f} of it")
print(f"kT at {temperature:.0f} K: {kT*1e3:.2f} meV; cells for which the "
      f"3 MV/cm second-order term sums to kT: {kT/second:.2f}")
print(f"attempt rate {rate0:.3e} 1/s; its change at 3 MV/cm acts as "
      f"{-kT*np.log(rate3/rate0)*1e3:.3f} meV")
print(f"zero-point barrier shift {zp0*1e3:.2f} meV at zero field, "
      f"{zp3*1e3:.2f} meV at 3 MV/cm")
print(f"unstable quantum {hbar_ev*omega_u*1e3:.2f} meV; tunnelling crossover "
      f"{sc.hbar*omega_u/(2*np.pi*sc.k):.1f} K")
print(f"leading tunnelling rate correction at 300 K: "
      f"{(hbar_ev*omega_u/kT)**2/24*100:.2f} %")
print(f"strain inputs: C {stiffness/1e9:.0f} GPa, e {piezo:.1f} C/m2, "
      f"mismatch {mismatch*100:.0f} %")
print(f"strain energy {strain_energy*1e3:.2f} meV; piezoelectric addition "
      f"to initial chi {piezo_chi:.3f}")
print(f"film {film:.0f} nm, interface layer {layer:.1f} nm, "
      f"layer permittivity {eps_layer:.0f}")
print(f"unscreened depolarizing field {E_dep*10:.2f} MV/cm; linear barrier "
      f"change {c1*E_dep*1e3:.1f} meV")
print("tests ok")
```

Running it gives:

```
INPUTS (round model values, rough hafnia regime)
cell volume 0.132 nm^3; well depth 350 meV
q0 0.055 nm; r0 0.020 nm; coupling b -0.05
k_r 1500, k_h 1500 eV/nm^2
Z_q 8.0 e, Z_h 8.0 e, m -20 e/nm
chi_el = 4.0 + (-10 per nm) r
masses q, r, h: [ 64. 128.  64.] u
ZERO-FIELD STATES
initial q, r, h: [-0.055    0.02     0.00275] nm
saddle Hessian rows (q,r,h), eV/nm^2: [[-459.1, 0.0, 75.0], [0.0, 1500.0, 0.0], [75.0, 0.0, 1500.0]]
initial Hessian rows (q,r,h), eV/nm^2: [[1722.8, 1090.9, 75.0], [1090.9, 1500.0, 0.0], [75.0, 0.0, 1500.0]]
Z saddle: [ 8. -0.  8.] e; Z initial: [7.6 1.1 8. ] e
P initial -48.07, P saddle 0.00 uC/cm2
initial chi: electronic 3.800, lattice 12.026, total 15.826
saddle chi: electronic 4.000, unstable -17.543, stable 6.283, total -7.260
unstable share with metric diag(1,10,10): -18.579
BARRIER COEFFICIENTS, field in MV/cm
zero field 350.00 meV; linear -39.600 meV/(MV/cm)
quadratic 0.8420 meV/(MV/cm)^2; cubic 0.00388 meV/(MV/cm)^3
quadratic parts: unstable 0.6399, saddle stable -0.2292,
  saddle electronic -0.1459, initial state 0.5772 meV/(MV/cm)^2
BARRIER: field MV/cm | full | linear | quadratic | cubic, meV
  1 | 311.246 | 310.400 | 311.242 | 311.246
  2 | 274.205 | 270.800 | 274.168 | 274.199
  3 | 238.911 | 231.200 | 238.778 | 238.883
second-order term at 3 MV/cm: 7.578 meV per cell
saddle q at 3 MV/cm: -0.00496 nm
CONTROL MODELS
Z_h = 20 e: unstable share -15.51, total saddle chi 26.04
non-polar unstable mode (Z_q=0, b=0, chi_r=-50 per nm): quadratic -0.0247 meV/(MV/cm)^2
NEGLECTED EFFECTS (rough inputs)
fold field of the model 13.62 MV/cm; rough breakdown 4 MV/cm; 3 MV/cm is 0.75 of it
kT at 300 K: 25.85 meV; cells for which the 3 MV/cm second-order term sums to kT: 3.41
attempt rate 5.940e+12 1/s; its change at 3 MV/cm acts as 1.928 meV
zero-point barrier shift -14.91 meV at zero field, -13.94 meV at 3 MV/cm
unstable quantum 17.37 meV; tunnelling crossover 32.1 K
leading tunnelling rate correction at 300 K: 1.88 %
strain inputs: C 400 GPa, e 1.0 C/m2, mismatch 1 %
strain energy 16.48 meV; piezoelectric addition to initial chi 0.282
film 10 nm, interface layer 0.5 nm, layer permittivity 20
unscreened depolarizing field 1.30 MV/cm; linear barrier change -51.6 meV
tests ok
```
